Permittivity of equal 90 degree twins: arithmetic and harmonic means, part 1

(Sections cited here and not found follow in the second part.)

## The dielectric laminate

Consider a crystal that can be polarized further in only one direction of a plane. Call this direction a, and let the spontaneous polarization lie along the perpendicular direction p, where the crystal does not respond at all. The crystal is divided into flat layers of equal thickness. Let n be the unit normal of the layers and t a unit vector along them, with p and a both in the plane of n and t. In the first kind of layer

p₁ = (n + t)/√2,  a₁ = (n − t)/√2,

and in the second kind

p₂ = (n − t)/√2,  a₂ = (n + t)/√2.

Neglect the small displacement that a field would produce even in vacuum. The electric displacement D produced by a field must then point along a₁ in the first kind of layer and along a₂ in the second. Therefore D_t = −D_n in the first and D_t = +D_n in the second. With no free charge on the walls, D_n has the same value on both sides of every wall. The two values of D_t are then opposite, and their average over equal layers is zero. Whatever field is applied, the laminate has no mean displacement along t. Its permittivity in that direction is zero.

A field along n behaves differently. Let ε_a be the relative permittivity along a. The field component along a₁ or a₂ is E_n/√2, so the displacement along that axis is ε0ε_aE_n/√2, where ε0 is the permittivity of vacuum. Its projection on n brings a second factor 1/√2:

D_n = ε0(ε_a/2)E_n.

This is the same in both kinds of layer. The permittivity along n is ε_a/2, which is the arithmetic mean of ε_a and zero, while the vanishing permittivity along t is their harmonic mean. A relative permittivity of zero is an idealization of one much smaller than ε_a, but the case shows the mechanism. A field along t tries to produce normal displacements of opposite sign in neighbouring layers, and the walls do not allow them.

Now let the crystal respond along both axes. A tetragonal ferroelectric has relative permittivity ε_c along its polar axis and ε_a across it, both positive. In a 90° twin the polar axes of neighbouring domains are nearly perpendicular, and the wall lies halfway between them. The axes are taken here at 45° to n, which neglects the small departure of the lattice from a cubic shape. The spontaneous polarizations are arranged head to tail,

P₁ = P_s(n + t)/√2,  P₂ = P_s(n − t)/√2,

so that P_n is continuous and the unbiased wall carries no bound charge. The word twin will also be used for a single layer of either kind.

The model rests on five further assumptions. The walls are flat and do not move. They carry no free charge. They are much thinner than the layers, and the layers are much thinner than the sample. The field is weak enough for a linear response. Finally, each layer responds by D = ε0εE with a fixed tensor ε, so its deformation does not enter separately. Here D and E denote the changes caused by the applied field, and the spontaneous polarization is left out of D. The last assumption concerns a real ferroelectric closely, because all ferroelectrics are piezoelectric. The second half deals with it.

The tensor of a layer with polar axis p is

ε = ε_a I + (ε_c − ε_a)pp,

where I is the unit tensor and pp has components p_ip_j. Along p this gives ε_a + (ε_c − ε_a) = ε_c, and across p it gives ε_a, as required. In both twins p_n² = p_t² = 1/2, so the diagonal components are

ε_nn = ε_tt = ε_a + (ε_c − ε_a)/2 = (ε_a + ε_c)/2 ≡ m.

The product p_np_t is +1/2 in the first twin and −1/2 in the second. The off-diagonal component is therefore +q in the first and −q in the second, with

q = (ε_c − ε_a)/2.

For ε_a > ε_c, as in the numerical case below, q is negative. The third axis b, perpendicular to n and t, lies across both polar axes. It has permittivity ε_a in both twins and does not mix with the other two.

Two field equations connect the layers. For slowly varying fields curl E = 0, so the component of E parallel to a wall is continuous. Without free charge div D = 0, so D_n is continuous. In a stack whose properties vary only along n, fields that depend only on the coordinate along n solve the problem. The two equations then say that E_t and D_n have one value throughout the stack, while E_n and D_t may differ from layer to layer. It is therefore natural to express the second pair through the first.

With the upper sign for the first twin and the lower for the second, the layer response is

D_n/ε0 = mE_n ± qE_t,
D_t/ε0 = ±qE_n + mE_t.

The first line gives

E_n = (D_n/ε0 ∓ qE_t)/m.

Inserted into the second line, this gives

D_t/ε0 = ±(q/m)(D_n/ε0 ∓ qE_t) + mE_t
= (m − q²/m)E_t ± (q/m)D_n/ε0.

The term in q² has the same sign in both twins, because the two alternating signs multiply to −1 in each. The terms linear in q alternate.

The effective permittivity relates the average of D to the average of E. Denote averages over the stack by ⟨ ⟩. For equal fractions the alternating terms cancel:

⟨E_n⟩ = D_n/(ε0m),
⟨D_t⟩ = ε0(m − q²/m)E_t.

No term connects n with t, so these are principal directions of the laminate, and

ε_n = m = (ε_a + ε_c)/2,
ε_t = m − q²/m = (m² − q²)/m.

The numerator factorizes. Since m + q = ε_c and m − q = ε_a, we have m² − q² = ε_aε_c, and hence

ε_t = 2ε_aε_c/(ε_a + ε_c).

The permittivity normal to the walls is the arithmetic mean, and the permittivity along t is the harmonic mean. The phrase "along the walls" has to be read with care, because b also lies in the walls, and along b the permittivity of these purely dielectric layers is ε_a.

The averages also give the right energy. Because E_t and D_n are common to all layers,

⟨E·D⟩ = E_t⟨D_t⟩ + ⟨E_n⟩D_n + E_b⟨D_b⟩ = ⟨E⟩·⟨D⟩.

A homogeneous medium with the effective tensor therefore stores the same energy as the laminate.

The result looks reversed beside the rule for isotropic layers. A stack of isotropic sheets with permittivities ε₁ and ε₂ has the harmonic mean along its normal, as capacitors in series do, and the arithmetic mean along the sheets, as capacitors in parallel do. There is no contradiction. The series rule averages 1/ε_nn, and here ε_nn is the same number m in every layer, so that its harmonic mean is m itself. What differs between the twins is the off-diagonal component, and a field along n with E_t = 0 does not call on it through the continuity conditions. It does produce alternating displacements D_t = ±ε0qE_n, but these may jump at the walls and average to zero.

For a field along t, with ⟨E_n⟩ = 0, the average above gives D_n = 0. The layers then contain the normal fields

E_n = ∓(q/m)E_t.

For ε_a > ε_c, the first twin has E_n = +ρE_t and the second E_n = −ρE_t, with

ρ = (ε_a − ε_c)/(ε_a + ε_c).

The source of these fields is bound charge on the walls. Before any normal field arises, E_t produces the normal polarization ε0qE_t, which is negative, in the first twin and an equal positive one in the second. On passing along n from the first to the second, the normal polarization rises by 2ε0|q|E_t. The bound charge on a wall is minus this rise, so this wall becomes negative and the next one positive. The normal field in the first twin points towards its negative wall, which is the direction of +n, and this agrees with the sign found above. This field polarizes the layers in turn and so reduces the charge per area, from the initial 2ε0|q|E_t to 2ε0ρE_t in magnitude, at which D_n is zero.

It remains to see why this lowers the permittivity. Resolve the field in the first twin along its own axes. Since n·p₁ = t·p₁ = 1/√2, while n·a₁ = 1/√2 and t·a₁ = −1/√2,

E_p = (1 + ρ)E_t/√2 = √2 ε_aE_t/(ε_a + ε_c),
E_a = (ρ − 1)E_t/√2 = −√2 ε_cE_t/(ε_a + ε_c).

The larger component lies along the polar axis, where the permittivity is low. Multiplying by ε0ε_c and ε0ε_a respectively gives

D_p = −D_a = √2 ε0ε_aε_cE_t/(ε_a + ε_c).

The displacement is thus proportional to p₁ − a₁ = √2 t. It runs straight along the layer, and its magnitude is ε0 times the harmonic mean times E_t. The field has turned towards the polar axis by just the amount that keeps D parallel to the wall.

The same result follows from a minimum principle, which will be useful again. In a linear dielectric, the actual field makes ⟨E·εE⟩ smallest among all curl-free fields with the same average. To see this, add to the actual field E a curl-free variation e of zero average. The cross term is 2⟨e·εE⟩, proportional to ⟨e·D⟩, and it vanishes because e is a gradient and D has no divergence. What remains is ⟨e·εe⟩, which is positive. For E_t = 1 and a normal field x in the first twin and −x in the second, both twins contribute

mx² + 2qx + m = m(x + q/m)² + m − q²/m.

The minimum is at x = −q/m and has the value ε_t. The alternating normal field is the freedom through which the laminate lowers its response along t.

Several limits follow. If ε_a = ε_c, then q = 0 and both means equal the common value. In general

ε_n − ε_t = q²/m = (ε_a − ε_c)²/[2(ε_a + ε_c)],

which is not negative. For weak anisotropy, write ε_a = ε̄(1 + δ) and ε_c = ε̄(1 − δ). Then ε_n = ε̄ and ε_t = ε̄(1 − δ²), so the laminate is anisotropic in the n–t plane only at second order in δ. For ε_a much larger than ε_c, ε_n tends to ε_a/2 and ε_t to 2ε_c. The normal response is then governed by the soft axis and the response along t by the stiff one. Finally,

ε_nε_t = ε_aε_c,

so lamination redistributes the two permittivities of the plane without changing their product.

Equal fractions entered when the alternating terms were cancelled. Let the first twin occupy a fraction f. The average of the alternating sign is then f − (1 − f) = 2f − 1, and

⟨E_n⟩ = [D_n/ε0 − (2f − 1)qE_t]/m,
⟨D_t⟩/ε0 = (m − q²/m)E_t + (2f − 1)(q/m)D_n/ε0.

The first equation gives D_n/ε0 = m⟨E_n⟩ + (2f − 1)qE_t. Substitution into the second gives ⟨D_t⟩, and the effective components can be read off:

ε_nn = m,
ε_nt = (2f − 1)q,
ε_tt = m − q²/m + (2f − 1)²q²/m = m − 4f(1 − f)q²/m.

The last step uses 1 − (2f − 1)² = 4f(1 − f). At f = 0 or 1 this is the tensor of a single domain. For all unequal fractions, these two included, n and t are not principal directions, and the measured value along t depends on what is done to the normal direction. If ⟨E_n⟩ = 0, it is ε_tt. If instead D_n = 0, the equation for ⟨D_t⟩ gives m − q²/m at once. With the normal direction electrically open, the harmonic mean therefore holds for every f.

These formulas were tested against a finite-element solution of div(ε grad φ) = 0 for the potential φ. That calculation was set up in the crystal axes, where each twin has a diagonal tensor, with the walls running diagonally through a periodic cell of eight equal strips, each assigned to one of the two twins. It used neither the rotated tensor nor the jump conditions. For (ε_a, ε_c) equal to (4000, 150), (300, 80) and (50, 90), the effective tensors at f = 1/2 and f = 3/8 agreed with the formulas to within 5 × 10⁻⁵ in every component. At f = 1/2 the local normal field agreed to within 2 × 10⁻⁵ of the applied one. The third pair has ε_c > ε_a, so the result does not depend on which axis is the softer.

## Elastic coupling, a numerical case and the limits of the model

The symbols carried over are these. The twins are equal layers with normal n; t lies in the walls and in the plane of the two polar axes, and b is the third axis. The relative permittivities of a single domain are ε_c along its polar axis and ε_a across it, with m = (ε_a + ε_c)/2 and q = (ε_c − ε_a)/2. Purely dielectric layers give ε_n = m and ε_t = m − q²/m = ε_aε_c/m. A field along t is accompanied by a normal field of opposite sign in the two twins.

A ferroelectric also strains in a field, so its permittivity depends on whether it is free to deform. Let S be the strain, T the stress, c the elastic stiffness at constant field, e the piezoelectric tensor and ε^S the clamped permittivity, at zero strain. The linear relations are

T = cS − eᵀE,  D = eS + ε0ε^S E,

where eᵀ is the transpose of e. At zero stress S = c⁻¹eᵀE, and the stress-free permittivity is

ε^T = ε^S + e c⁻¹eᵀ/ε0.

The example uses rough, rounded values typical of barium titanate at room temperature: ε_a = 2200 and ε_c = 60 when clamped; c11 = 220, c12 = c13 = 110, c33 = 150 and c44 = 60 GPa; e31 = −0.7, e33 = 6.7 and e15 = 34 C/m². Index 3 is the polar axis. If fields are measured in GV/m, stresses come out in GPa and ε0 = 8.854 × 10⁻³ C/m² per GV/m. A field across the polar axis produces a shear strain e15E/c44, so

ε_a = 2200 + 34²/(60 × 8.854 × 10⁻³) = 4376.

A field along the polar axis produces a strain s₁ in both transverse directions and s₃ along the axis. Per GV/m, zero stress requires

330s₁ + 110s₃ = −0.7,
220s₁ + 150s₃ = 6.7,

where 330 = c11 + c12 and 220 = 2c13. The solution is s₁ = −0.0333 and s₃ = 0.0935. The added displacement, 2e31s₁ + e33s₃ = 0.673 C/m², contributes 76, and ε_c = 60 + 76 = 136. From these stress-free constants,

ε_n = (4376 + 136)/2 = 2256,
ε_t = 4376 × 136/2256 ≈ 264.

The ratio is 8.6. In a field of 0.1 kV/cm along t, the normal field in each domain is 0.094 kV/cm, because |q|/m = 2120/2256 = 0.94. The local field stands 43.2° from t, almost along the polar axis.

Whether stress-free constants may be used inside a laminate is a separate question, since each domain is bonded to its neighbours. At a wall the displacement of the material is continuous. Its derivatives along the wall, and with them S_tt, S_bb and S_tb, must therefore match, while S_nn, S_nt and S_nb may jump. The traction components T_nn, T_nt and T_nb must match as well.

For equal, purely dielectric twins, the permittivity is the arithmetic mean of the single-domain values along n and their harmonic mean along t. It remains to find whether stress-free constants may be used when the twins are bonded together, and how far moving walls, unequal fractions, electrodes and other effects change the result.
